# When grey radiative equilibrium exceeds the dry diatomic adiabatic gradient

Suppose that sunlight passes through an atmosphere unabsorbed and warms the ground, and that the ground returns the energy only as infrared radiation. The air absorbs and re-emits this radiation on its way out. The air is therefore warmest at the bottom. If temperature falls too quickly with height, a rising parcel of air stays warmer than its surroundings and the column overturns. Can radiation alone produce so steep a fall? The answer depends on how the infrared opacity is distributed in pressure.

## 1. The temperature at a given optical depth

Consider a plane-parallel atmosphere that does not scatter, is transparent to sunlight and lies over a black ground. It is grey: one infrared absorption coefficient serves all wavelengths. Let \(\tau\) be the vertical infrared optical depth, zero at the top and \(\tau_s\) at the ground. With \(\mu\) the cosine of a ray's angle to the upward vertical, the intensity \(I\) obeys

\[
\mu\frac{dI}{d\tau}=I-\frac{B}{\pi},\qquad B=\sigma T^4 .
\]

Multiply by \(\mu\) and integrate over all directions. The isotropic emission term drops out, because \(\mu\) averages to zero:

\[
\frac{d}{d\tau}\int\mu^2 I\,d\Omega=\int\mu I\,d\Omega=F ,
\]

where \(F\) is the net upward flux. Now make the two-stream approximation: the intensity is uniform over the upward hemisphere, \(I_+\), and over the downward one, \(I_-\). The two fluxes are \(U=\pi I_+\) and \(V=\pi I_-\), so \(F=U-V\). The integral on the left is \(2\pi(I_++I_-)/3=\tfrac23(U+V)\), and therefore

\[
\frac{d(U+V)}{d\tau}=DF,\qquad D=\frac32 .
\]

Radiative equilibrium supplies two more facts. No layer gains energy, so \(F\) is constant. Each layer also absorbs as much as it emits, so \(\int I\,d\Omega=4B\). The left side is \(2\pi(I_++I_-)=2(U+V)\), which gives \(U+V=2B\).

At the top no infrared enters, so \(V(0)=0\) and \(U(0)=F\). Integrating from there, \(U+V=F(1+D\tau)\), and

\[
B=\frac F2(1+D\tau),\qquad U=\frac F2(2+D\tau),\qquad V=\frac F2D\tau .
\]

**Limit at the top.** At \(\tau=0\), \(B=F/2\). With the emission temperature defined by \(\sigma T_e^4=F\), the top air is at \(2^{-1/4}T_e\), not at absolute zero, because it still absorbs the flux from below.

**Numbers.** Take a rough Earth-like case: solar irradiance 1360 W/m², albedo 0.30 and \(\tau_s=2\). A sphere intercepts sunlight on its disc and emits from its whole surface, which is four times larger:

\[
F=\frac{1360\times0.70}{4}=238.0\ \text{W/m}^2,\qquad T_e=254.5\ \text{K}.
\]

The top air is at 214.0 K. At the bottom \(1+D\tau_s=4\), so the lowest air is at \(2^{1/4}T_e=302.7\) K.

## 2. The simple case: opacity independent of pressure

Hydrostatic balance puts a mass \(dp/g\) per unit area in a pressure interval \(dp\), so \(d\tau=\kappa\,dp/g\), with \(\kappa\) the absorption coefficient per unit mass. If \(\kappa\) is constant, \(\tau=\tau_s\,p/p_s\), where \(p_s\) is the surface pressure.

Define the gradient \(\nabla=d\ln T/d\ln p\). Since \(T^4\propto1+D\tau\) and \(d\tau/d\ln p=\tau\),

\[
\nabla=\frac14\,\frac{d\ln(1+D\tau)}{d\ln p}=\frac14\,\frac{D\tau}{1+D\tau}<\frac14 .
\]

The fraction is below one at every finite depth. Deep down \(T^4\) becomes proportional to \(p\), and the gradient approaches \(1/4\) from below.

The comparison value comes from moving a parcel without heat exchange. For one mole of a dry diatomic ideal gas with classical rotation and unexcited vibration, three translations and two rotations give \(c_v=\tfrac52R\). With molar volume \(V_m=RT/p\), the first law reads

\[
\tfrac52R\,dT=-p\,dV_m=-R\,dT+\frac{RT}{p}\,dp .
\]

Collecting terms, \(\tfrac72\,d\ln T=d\ln p\), so \(\nabla_{ad}=2/7=0.2857\).

Lift the parcel so that \(\ln p\) falls by a small \(\varepsilon\). Its \(\ln T\) falls by \(\varepsilon\nabla_{ad}\), while that of the surroundings falls by \(\varepsilon\nabla\). The parcel's excess in \(\ln T\) is thus \(\varepsilon(\nabla-\nabla_{ad})\). At equal pressure and composition, warmer gas is lighter, so the column is unstable where \(\nabla>\nabla_{ad}\).

Because \(1/4<2/7\), the interior is stable for constant \(\kappa\), however large \(\tau_s\) is. In the example the gradient at the ground is \(\tfrac14\times\tfrac34=0.1875\).

## 3. The ground is a separate matter

A black ground emits the upward flux at its surface, \(B_g=U(\tau_s)\). Subtracting the emission function of the adjacent air gives

\[
B_g-B(\tau_s)=\frac F2(2+D\tau_s)-\frac F2(1+D\tau_s)=\frac F2 .
\]

The ground is hotter than the air touching it, by a finite amount. In the example it is at 320.1 K, a jump of 17.4 K. Air heated by contact with it is buoyant, so convection can begin there even when the interior is stable. The result of Section 2 concerns internal levels and does not say that the whole system is free of convection.

## 4. Generalization: opacity growing with pressure

Let \(\kappa=\kappa_s(p/p_s)^{n-1}\), with \(n>0\). Integrating \(d\tau=\kappa\,dp/g\) from the top,

\[
\tau=\tau_s\left(\frac p{p_s}\right)^n,\qquad \tau_s=\frac{\kappa_sp_s}{ng}.
\]

The case \(n=2\) has a physical origin. A collision-broadened line absorbs in proportion to \(\gamma/(\delta^2+\gamma^2)\), where \(\delta\) is the distance from line centre and the width \(\gamma\) is proportional to pressure. In the wing, \(\delta\gg\gamma\), this reduces to \(\gamma/\delta^2\propto p\). For a well-mixed absorber, and with the temperature dependence of the line's width and strength neglected, \(\tau\) then grows as \(p^2\). Integrating the full line shape, with \(\gamma\) reaching one hundredth of \(\delta\) at the bottom, gave a power of 1.9999. The grey \(n=2\) model treats the whole spectrum as if it behaved like such a wing.

The function \(B(\tau)\) is unchanged, since Section 1 never used pressure. Only the conversion changes, to \(d\tau/d\ln p=n\tau\):

\[
\boxed{\;\nabla=\frac n4\,\frac{D\tau}{1+D\tau}\;}
\]

**Thin limit.** For \(D\tau\ll1\), \(\nabla\approx nD\tau/4\). The upper atmosphere is nearly isothermal for any \(n\).

**Deep limit.** For \(D\tau\gg1\), \(\nabla\to n/4\), which is \(1/4\) for \(n=1\) and \(1/2\) for \(n=2\). The adiabatic value lies between them.

To find the threshold, set \(\nabla>\nabla_{ad}\) and multiply by the positive quantity \(4(1+D\tau)\):

\[
nD\tau>4\nabla_{ad}(1+D\tau)
\quad\Longrightarrow\quad
(n-4\nabla_{ad})\,D\tau>4\nabla_{ad}.
\]

If \(n\le4\nabla_{ad}=8/7\), the left side is never positive and no depth suffices. If \(n>8/7\), the gradient is superadiabatic below

\[
D\tau_*=\frac{4\nabla_{ad}}{n-4\nabla_{ad}} .
\]

For \(n=2\) this is \((8/7)/(6/7)=4/3\), so \(\tau_*=8/9\). The atmosphere must be thick enough to contain that level. With \(\tau_s=0.8\), for example, the largest gradient is \(\tfrac12\times1.2/2.2=3/11\), which is below \(2/7\).

At the threshold \(B=\tfrac F2(1+\tfrac43)=\tfrac76F\), so \(T_*=(7/6)^{1/4}T_e\). This temperature does not depend on \(\tau_s\). At fixed surface pressure, a larger \(\tau_s\) moves the level to lower pressure without changing its temperature.

## 5. Testing the profile with separate layers

The formulas can be tested without the differential equations. Divide the column into isothermal layers of optical thickness \(\Delta\tau\), each transmitting a fraction \(e^{-D\Delta\tau}\) of either flux. Require every layer to absorb what it emits and the ground to balance its own budget, then solve the linear equations for all the temperatures together.

With 500 layers and \(\tau_s=2\), the largest error of \(B\), relative to the formula, was \(2.2\times10^{-6}\). The \(n=2\) gradient crossed \(2/7\) at \(\tau=0.8889\), in agreement with \(8/9\). For a column of depth 40, the largest gradients were 0.2459 for \(n=1\) and 0.4918 for \(n=2\), approaching their deep limits from below. These calculations share the factor \(D\) with the formula, so they test its consequences and not the two-stream approximation itself. Section 7 addresses that.

## 6. The example in height

For an ideal gas with specific gas constant \(R_s\), hydrostatic balance is \(dp/dz=-pg/(R_sT)\). Hence

\[
-\frac{dT}{dz}=-\nabla\,\frac Tp\,\frac{dp}{dz}=\frac g{R_s}\nabla .
\]

With \(g=9.807\) m/s² and \(R_s=287.0\) J/(kg K), the adiabatic lapse rate is 9.76 K/km. At the ground, \(n=1\) gives 6.41 K/km. For \(n=2\) the gradient is \(\tfrac12\times\tfrac34=0.3750\), or 12.81 K/km.

The \(n=2\) threshold lies at

\[
\frac{p_*}{p_s}=\sqrt{\frac{8/9}{2}}=\frac23,\qquad p_*=\frac23\times1013.25=675.5\ \text{hPa}.
\]

Integrating \(dz=-(R_sT/g)\,d\ln p\) over the unstable part gives a thickness of 3.35 km. This is where the radiative profile is unstable, not the depth of the final convective layer: once air moves, it carries part of the flux and changes the profile.

## 7. Where the conclusion bends or breaks

**Sunlight absorbed in the air.** Suppose a fraction \(s\) of the absorbed sunlight is deposited in the air, uniformly in mass. In a steady state the net infrared flux at each level equals the sunlight still travelling down through it, \(F(\tau)=F(0)(1-sp/p_s)\). The two streams are now needed separately. Multiply the transfer equation by \(\mu\) as in Section 1, but integrate over each hemisphere alone. The upward half gives \(\tfrac23\,dU/d\tau=U-B\) and the downward half gives \(\tfrac23\,dV/d\tau=B-V\), so

\[
\frac{dU}{d\tau}=D(U-B),\qquad \frac{dV}{d\tau}=D(B-V).
\]

Their sum is \(d(U+V)/d\tau=DF\), as before. Their difference is \(F'=D(U+V-2B)\), where the prime means \(d/d\tau\). Integrating the transfer equation without the weight \(\mu\) would put 2 in place of \(D\) in this difference. The two-stream approximation cannot satisfy both versions; the choice makes no difference when \(F'=0\), as in Section 1. Solving for \(B\),

\[
B=\frac12\left[F(0)+D\int_0^\tau F\,dt\right]-\frac{F'}{2D}.
\]

For \(n=2\) the last term grows without limit at the very top, where the air still absorbs sunlight but can hardly emit. Uniform heating is therefore used here only to judge the deeper levels.

For \(s=0.30\), a rough value, the largest \(n=1\) gradient is 0.1438. The \(n=2\) gradient at the ground falls from 0.3750 to 0.3007, and the threshold moves down from \(p/p_s=0.667\) to 0.896. Less infrared flux has to pass through the deep layers, so \(B\) rises more slowly there. The last digits depend on the closure: with 2 in place of \(D\) in the term \(F'/(2D)\), the three values become 0.145, 0.303 and 0.881, and with exact angular transfer the threshold moves from 0.653 to 0.858. The contrast between the two laws survives in this example, but the \(n=2\) margin becomes small.

**Exact angular transfer.** Without the two-stream approximation, integrating the intensity along every ray and imposing \(\int I\,d\Omega=4B\) gives

\[
B(\tau)=\frac12\int_0^{\tau_s}E_1(|\tau-t|)B(t)\,dt+\frac12E_2(\tau_s-\tau)B_g,
\]

with \(E_k(x)=\int_0^1\mu^{k-2}e^{-x/\mu}d\mu\). Differentiate, using \(E_2'=-E_1\), and integrate the first term by parts:

\[
B'=\tfrac12E_1(\tau_s-\tau)\,[B_g-B(\tau_s)]+\tfrac12E_1(\tau)B(0)+\tfrac12\int_0^{\tau_s}E_1(|\tau-t|)B'(t)\,dt .
\]

For small \(x\), \(E_1(x)\approx-\ln x\) plus a constant, while the other terms stay finite at the ground. The temperature jump therefore makes the slope diverge logarithmically there, and even the \(n=1\) gradient must exceed \(2/7\) close enough to a black ground.

Solving the integral equation for \(\tau_s=2\) shows how thin this skin is: an optical depth of 0.0222, or about 100 m. Above it the \(n=1\) gradient stayed below \(2/7\). The \(n=2\) threshold moved from 0.889 to 0.852. The ratio of outgoing flux to ground emission was 0.3901, against 0.4000 in two streams. The stability of every internal level for \(n=1\) thus belongs to the two-stream model; in this exact solution it fails in the skin.

**Vibration.** For any ideal gas the local adiabatic gradient is \(R/c_p\), with \(c_p\) the molar heat capacity. It equals the deep \(n=1\) limit when \(c_p=4R\). A sum over the levels of nitrogen, treated as a rigid rotor and harmonic oscillator with rough constants, gives 0.2856 at 302.7 K, so frozen vibration is a good assumption here. The same sum reaches \(1/4\) at about 1100 K. In hotter nitrogen, a sufficiently deep \(n=1\) profile can be unstable.

**Condensation.** A saturated parcel releases latent heat as it rises. Let \(q\) be the small mass ratio of vapour to air, \(L\) the latent heat, \(R_v\) the gas constant of vapour and \(c_p\) now the heat capacity per unit mass. The first law, divided by \(R_sT\), is

\[
\frac{c_p}{R_s}\,d\ln T-d\ln p+\frac L{R_sT}\,dq=0 .
\]

Since \(q\) is proportional to saturation pressure divided by \(p\), and the logarithm of saturation pressure changes by \((L/R_vT)\,d\ln T\),

\[
dq=q\left(\frac L{R_vT}\,d\ln T-d\ln p\right).
\]

Substituting and dividing by \(d\ln p\),

\[
\nabla_m=\frac{1+Lq/(R_sT)}{c_p/R_s+L^2q/(R_sR_vT^2)} .
\]

With \(L=2.5\) MJ/kg (rough), saturated air at 302.7 K and surface pressure holds about 26 g/kg, and \(\nabla_m\approx0.10\), or about 3.5 K/km. Allowing for the temperature dependence of \(L\), the finite vapour content and the heat capacity of the condensate shifts this to about 0.106, or 3.6 K/km. The \(n=1\) value at the ground, 0.1875, is well above this. The lowest air, stable when dry, would be unstable if it were saturated.

**Opacity that also depends on temperature.** Let \(\kappa\) be proportional to density, hence to \(p/T\). Deep down \(T^4\propto\tau\), so \(T^3dT\propto(p/T)\,dp\). Then \(T^4dT\propto p\,dp\), which integrates to \(T^5\propto p^2\). The deep gradient is \(2/5\) instead of \(1/2\), still above \(2/7\).

## 8. Beside the real Earth

The irradiance, albedo and surface pressure are typical of Earth; the grey depth of 2 is a rough stand-in for a spectrum with both strong bands and transparent windows. Neither \(n=1\) nor \(n=2\) is Earth's opacity law: both assume a well-mixed absorber, whereas water vapour, the main infrared absorber, is concentrated in the lowest air, so its optical depth rises with pressure more steeply than that of a well-mixed gas. The model's ground temperature of 320.1 K is well above Earth's mean surface temperature, which is roughly 290 K. The model omits the heat that moving air and evaporation carry away from the surface, but the difference does not measure that heat alone. This value also neglects sunlight absorbed in the air, and it depends on the assumed depth: the same formula gives 290 K for \(\tau_s\approx0.9\). Condensation favours convection: it lowers the critical gradient from 0.29 to about 0.10 in saturated air at the lowest level. Solar absorption spread uniformly in mass acts the other way in the example of Section 7, lowering the radiative gradient itself at the deeper levels. Absorption concentrated near the ground need not do so and can steepen the gradient at some levels. The dry comparison therefore isolates the effect of the opacity law and does not by itself predict where Earth's air convects. The main values are collected in the numerical output below.

## Numbers as computed

```
Solar irradiance (rough): 1360 W/m2
Albedo (rough): 0.30
Grey optical depth at ground (rough): 2.0
Surface pressure: 1013.25 hPa
Molar mass of air: 28.97 g/mol
Gravity: 9.807 m/s2
Specific gas constant of air: 287.0 J/(kg K)
Outgoing flux: 238.0 W/m2
Emission temperature: 254.5 K
Top air temperature: 214.0 K
Lowest air temperature: 302.7 K
Ground temperature: 320.1 K
Temperature jump at ground: 17.4 K
Layer model, largest relative error of B: 2.2e-06
Dry diatomic adiabatic gradient: 0.2857
Gradient at ground, n=1: 0.1875
Gradient at ground, n=2: 0.3750
Dry adiabatic lapse rate: 9.76 K/km
Lapse rate at ground, n=1: 6.41 K/km
Lapse rate at ground, n=2: 12.81 K/km
Layer model, largest gradient, depth 40, n=1: 0.2459
Layer model, largest gradient, depth 40, n=2: 0.4918
Layer model, threshold optical depth, n=2: 0.8889
Threshold optical depth, formula 8/9: 0.8889
Threshold pressure, n=2: 675.5 hPa
Threshold pressure / surface pressure: 0.6667
Thickness of unstable layer, n=2: 3.35 km
Line-wing optical depth, power of p: 1.9999
Deep gradient for opacity ~ p/T: 0.4000
Sunlight fraction absorbed in air (rough): 0.30
With it, largest gradient, n=1: 0.1438
With it, gradient at ground, n=2: 0.3007
With it, threshold p/p_s, n=2: 0.896
Exact transfer, flux / ground emission: 0.3901
Two-stream, flux / ground emission: 0.4000
Exact transfer, threshold depth, n=2: 0.852
Exact transfer, unstable skin depth, n=1: 0.0222
Exact transfer, skin thickness, n=1: 99 m
N2 adiabatic gradient at lowest air level: 0.2856
N2 temperature where adiabat is 1/4: 1136 K
Latent heat of water (rough): 2.5 MJ/kg
Saturation vapour mass ratio: 26.0 g/kg
Saturated adiabatic gradient there: 0.1035
Saturated adiabatic lapse rate there: 3.54 K/km
```
